# Elastic Dipole Tensor and Fixed-Cell versus Zero-Stress Defect Energies

## The result

A neutral, localized defect sits in a periodic supercell of reference volume $V$, the volume at which the perfect host has zero stress. Two formation energies can be computed. In $E_f^{\rm fix}$ the atoms relax and the cell keeps the host lattice vectors. In $E_f^{0}$ the cell relaxes as well, until its stress vanishes. They differ by

$$E_f^{\rm fix}-E_f^{0}=\frac{1}{2V}\,P:S:P+O(V^{-2}),\qquad P=-V(\sigma_{\rm def}-\sigma_{\rm host}). \tag{1}$$

Here $P$ is the elastic dipole tensor, an energy. The stresses are those of the defect cell and the perfect cell at the same lattice vectors, and $S$ is the host compliance, the inverse of the stiffness $C$ on symmetric tensors. A colon sums over a pair of indices, $A:B=A_{ij}B_{ij}$. Stress is positive in tension. The algebra holds in atomic units (hartree, bohr) as written; numbers are in eV and Å.

The inverse-volume law is the leading term for large cells, and it requires $P$ to tend to a finite, nonzero limit.

## First derivation: expansion in strain

**From stress to dipole.** Apply a homogeneous symmetric strain $\varepsilon$ to the lattice vectors and let the internal coordinates $u$ relax:

$$E(\varepsilon)=\min_u E(\varepsilon,u).$$

By the chain rule,

$$\frac{dE}{d\varepsilon_{ij}}=\frac{\partial E}{\partial\varepsilon_{ij}}+\sum_n\frac{\partial E}{\partial u_n}\frac{du_n}{d\varepsilon_{ij}} .$$

The sum vanishes because the forces $-\partial E/\partial u_n$ are zero in the relaxed state. The derivative at fixed internal coordinates is the one a stress calculation supplies, so at $\varepsilon=0$

$$\frac{dE}{d\varepsilon_{ij}}=V\sigma_{ij}. \tag{2}$$

The response of the atomic positions to strain is not needed.

The defect's own energy is $E_d(\varepsilon)=E_{\rm def}(\varepsilon)-E_{\rm host}(\varepsilon)$. Define $P$ as minus its slope and apply (2) to both cells:

$$P_{ij}=-\left.\frac{dE_d}{d\varepsilon_{ij}}\right|_0=-V(\sigma_{\rm def}-\sigma_{\rm host})_{ij}. \tag{3}$$

A defect that pushes outward lowers its energy when the cell expands, so $P$ has a positive trace. Held in the host cell, it leaves a compressive, negative stress.

**The energy of the strained defect cell.** From here on the host is at zero stress in the reference cell, so its energy has no linear term:

$$E_{\rm host}(\varepsilon)=E_{\rm host}(0)+\tfrac12V\,\varepsilon:C:\varepsilon+V\,O(\varepsilon^3).$$

The factor $V$ appears because every part of the host contributes. The defect is localized, so the coefficients of $E_d$ are assumed to approach finite limits as the cell grows:

$$E_d(\varepsilon)=E_d(0)-P:\varepsilon+\tfrac12\,\varepsilon:A:\varepsilon+O(\varepsilon^3).$$

The tensor $A$ is the change of the cell's total stiffness caused by the defect. Adding the two lines gives

$$E_{\rm def}(\varepsilon)=E_{\rm def}(0)-P:\varepsilon+\tfrac12\,\varepsilon:(VC+A):\varepsilon+V\,O(\varepsilon^3). \tag{4}$$

**The zero-stress cell.** At finite strain the derivative of $E$ is the symmetric part of the current volume times $\sigma(1+\varepsilon)^{-1}$. It vanishes when $\sigma$ does, so the zero-stress cell is the stationary point of (4):

$$0=-P+(VC+A):\varepsilon^*+V\,O(\varepsilon^{*2}). \tag{5}$$

Put $\varepsilon^*=\eta/V$. The terms become $-P+C:\eta+A:\eta/V+O(\eta^2/V)=0$, hence $\eta=S:P+O(V^{-1})$ and

$$\varepsilon^*=\frac{S:P}{V}+O(V^{-2}). \tag{6}$$

The strain falls as $1/V$, but the relaxation volume $V\,{\rm tr}\,\varepsilon^*$ tends to a constant. In a cubic host of bulk modulus $B$ a stress of trace ${\rm tr}\,P/V$ gives a strain of trace ${\rm tr}\,P/(3BV)$, so the constant is ${\rm tr}\,P/(3B)$.

**The difference.** Write $\varepsilon^*=\varepsilon_0+\delta$ with $\varepsilon_0=S:P/V$ and $\delta=O(V^{-2})$. The leading part of the energy gained is

$$P:\varepsilon^*-\tfrac12V\varepsilon^*:C:\varepsilon^*
=\Big(P:\varepsilon_0-\tfrac12V\varepsilon_0:C:\varepsilon_0\Big)+\Big(P-VC:\varepsilon_0\Big):\delta-\tfrac12V\delta:C:\delta .$$

The second bracket is zero because $VC:\varepsilon_0=P$. The last term is $O(V^{-3})$. In the first bracket, $P:\varepsilon_0=P:S:P/V$, and the elastic cost is half of that. What remains is $P:S:P/(2V)$. The terms left out, $\tfrac12\varepsilon^*:A:\varepsilon^*$ and $V\,O(\varepsilon^{*3})$, are both $O(V^{-2})$. Therefore

$$E_{\rm def}(0)-E_{\rm def}(\varepsilon^*)=\frac{P:S:P}{2V}+O(V^{-2}). \tag{7}$$

The formation energies are

$$E_f^{\rm fix}=E_{\rm def}(0)-E_{\rm host}(0)-\sum_s\Delta n_s\mu_s,\qquad E_f^{0}=E_{\rm def}(\varepsilon^*)-E_{\rm host}(0)-\sum_s\Delta n_s\mu_s,$$

where $\Delta n_s$ atoms of species $s$ are added from a reservoir of chemical potential $\mu_s$. The host energy is taken at the host's own zero-stress cell in both. Host and reservoir terms cancel in the difference, and (1) follows. Since cell relaxation lowers the energy, the difference cannot be negative.

**A form that keeps $A$.** Contract (5) with $\tfrac12\varepsilon^*$ to get $\tfrac12\varepsilon^*:(VC+A):\varepsilon^*=\tfrac12P:\varepsilon^*+V\,O(\varepsilon^{*3})$. Inserting this in (4) gives

$$E_{\rm def}(0)-E_{\rm def}(\varepsilon^*)=\tfrac12P:\varepsilon^*+V\,O(\varepsilon^{*3}). \tag{8}$$

With the actual relaxed strain, the stiffness change $A$ is included and only anharmonic terms are missing.

## Second derivation: a force dipole in an elastic medium

Now replace the host by a linear elastic continuum and the defect by a localized force density $f(x)$ that does not change with strain. Its total force and torque are zero. In a periodic cell the displacement is a uniform strain plus a periodic field,

$$u_i(x)=\bar\varepsilon_{ij}x_j+v_i(x).$$

With $e(v)$ the symmetrized gradient of $v$ and $E_c$ a constant core energy, the energy per cell is

$$E=E_c+\tfrac12\int_V(\bar\varepsilon+e(v)):C:(\bar\varepsilon+e(v))\,d^3x-\int_V f_iu_i\,d^3x .$$

The cross term in the elastic energy is $\bar\varepsilon:C:\int_V e(v)\,d^3x$. The integral of the gradient of a periodic function over a cell is zero, so this term vanishes. The force term splits into

$$-\int_V f_iu_i\,d^3x=-\bar\varepsilon_{ij}P_{ij}-\int_V f_iv_i\,d^3x,\qquad P_{ij}=\int_V f_ix_j\,d^3x .$$

Zero total force makes $P$ independent of the origin, and zero torque makes it symmetric. The energy is then a sum of two independent parts:

$$E=E_c+\Big[\tfrac12V\bar\varepsilon:C:\bar\varepsilon-P:\bar\varepsilon\Big]+F[v],\qquad F[v]=\tfrac12\int_V e(v):C:e(v)\,d^3x-\int_V f_iv_i\,d^3x. \tag{9}$$

The mean stress is $V^{-1}\partial E/\partial\bar\varepsilon=C:\bar\varepsilon-P/V$. In the fixed cell $\bar\varepsilon=0$ and it equals $-P/V$, so the first moment of the forces is the tensor that (3) reads from the stress. The zero-stress cell has $\bar\varepsilon=S:P/V$. The field $v$ and the value of $F$ are the same in both cells, and the bracket changes from $0$ to $-P:S:P/(2V)$. This is (1), without a remainder in this model.

**What zero stress leaves behind.** The periodic part $F$ holds the interaction of the defect with its images through the nonuniform strain, and releasing the mean stress does not touch it. An isotropic medium with an isotropic defect shows its size. Let $f=-p\nabla h$, where $h$ is a localized profile with $\int_V h\,d^3x=1$. Integration by parts gives $P_{ij}=p\,\delta_{ij}$ and

$$-\int_V f_iv_i\,d^3x=-p\int_V h\,\theta\,d^3x,\qquad \theta=\nabla\cdot v .$$

With Lamé constants $\lambda$ and $\mu$ the elastic energy density is $\tfrac12\lambda\theta^2+\mu\,e:e$. For periodic $v$, integrating by parts twice gives $\int\partial_iv_j\partial_jv_i=\int\theta^2$, while $\int\partial_iv_j\partial_iv_j=\int(\theta^2+|\nabla\times v|^2)$. Since $2e:e$ is the sum of these two integrands, and $C_{11}=\lambda+2\mu$,

$$F=\int_V\Big[\tfrac12C_{11}\theta^2+\tfrac12\mu|\nabla\times v|^2-p\,h\,\theta\Big]d^3x .$$

The minimum has zero curl. Periodicity demands $\int_V\theta\,d^3x=0$, and minimizing under that constraint gives $\theta=p(h-1/V)/C_{11}$. Substitution yields

$$F_{\min}=-\frac{p^2}{2C_{11}}\left(\int_V h^2d^3x-\frac1V\right).$$

The first term does not depend on the cell once $h$ fits inside it. The second vanishes in the dilute limit, whose formation energy is called $E_f^\infty$. Here $P:S:P=p^2/B$, so

$$E_f^{\rm fix}-E_f^\infty=\frac{p^2}{2C_{11}V},\qquad E_f^{0}-E_f^\infty=-\frac{p^2}{2V}\left(\frac1B-\frac1{C_{11}}\right). \tag{10}$$

Because $C_{11}=B+\tfrac43\mu>B$, the dilute value lies between the two computed energies in this case. Both errors scale as $1/V$, and neither boundary condition gives the dilute limit in a finite cell.

## The cubic host

A cubic stiffness multiplies the three independent kinds of strain by separate constants: a uniform dilation by $3B$, a traceless diagonal strain by $C_{11}-C_{12}$, and an off-diagonal tensor component by $2C_{44}$. Dividing each part of $P$ by its constant and contracting with $P$ again gives

$$P:S:P=\frac{({\rm tr}P)^2}{9B}+\frac{\sum_i(P_{ii}-\frac13{\rm tr}P)^2}{C_{11}-C_{12}}+\frac{P_{yz}^2+P_{xz}^2+P_{xy}^2}{C_{44}}. \tag{11}$$

In the first term $\sum_i({\rm tr}P/3)^2=({\rm tr}P)^2/3$ is divided by $3B$. In the last, each off-diagonal component occurs twice in the contraction, which cancels the 2 in $2C_{44}$.

## A worked case

The host is an fcc crystal with nearest-neighbour Morse bonds of depth 1.2 eV, inverse width $\alpha=1.6$ Å$^{-1}$ and length $r_0=2.7$ Å. Its constants are $C_{11}=3.218$, $C_{12}=C_{44}=1.609$ and $B=2.145$ eV/Å$^3$. The defect is a pair of oversized foreign atoms on neighbouring sites along [110]. Foreign–host bonds have rest length 2.8 Å and the foreign–foreign bond 2.9 Å. All bonds have the same depth, also in the foreign element's own crystal, which serves as its reservoir.

In the cubic cell of 108 atoms, $V=1503.1$ Å$^3$. The fixed cell has residual stress $\sigma_{xx}=-0.01069$ eV/Å$^3$, so $P_{xx}=1503.1\times0.01069=16.07$ eV. The other components are $P_{yy}=16.07$, $P_{zz}=15.55$ and $P_{xy}=0.27$ eV. Differentiating re-relaxed energies with respect to strain gives the same values to the four decimals printed, which tests (3). The mean residual stress is $-1.69$ GPa.

With ${\rm tr}P=47.68$ eV the first term of (11) contributes

$$\frac{47.68^2}{9\times2.145\times2\times1503.1}=0.0392\ {\rm eV}.$$

The diagonal anisotropy adds 0.00004 eV and the shear 0.00001 eV, so this pair acts almost as a pure centre of dilation. Direct relaxation gives

$$E_f^{\rm fix}-E_f^0=0.64389-0.60519=0.0387\ {\rm eV}=0.00142\ {\rm hartree}.$$

Relative to this, formula (1) is 1.3% too high, and (8), with the relaxed strain, 0.4% too high.

**The remainder.** Its two sources can be estimated separately. Enlarging the lattice constant by 0.1% lowers the host-subtracted trace of $P$ from 47.68 to 47.09 eV. The slope of ${\rm tr}P$ under uniform strain $e$ is thus about $-590$ eV, which means $\varepsilon:A:\varepsilon\approx590\,e^2$ eV. From (6), $e={\rm tr}P/(9BV)=0.00164$, so the stiffness change reduces the gain by $\tfrac12\times590\times0.00164^2\approx0.0008$ eV. For the host's cubic term, expand the Morse energy for small $x=\alpha r_0e$: $(1-e^{-x})^2=x^2(1-x)+O(x^4)$. The elastic cost, 0.0392 eV for dilation, is therefore lowered by the fraction $x=4.32\times0.00164=0.0071$, or 0.0003 eV. The estimate is $0.0392-0.0008+0.0003=0.0387$ eV, the direct value.

**Scaling.** Cubic cells of different size give:

| Atoms | Direct difference (eV) | Formula (1) (eV) |
|---|---|---|
| 32 | 0.1299 | 0.1358 |
| 108 | 0.0387 | 0.0392 |
| 256 | 0.0163 | 0.0164 |
| 864 | 0.00485 | 0.00486 |

Between 256 and 864 atoms the direct difference varies as $V^{-0.999}$. The relative excess of the formula is close to $1.44/N$ for $N$ atoms from 108 upward, as a $V^{-2}$ remainder requires. At 864 atoms the directly relaxed volume change is 7.37 Å$^3$, in agreement with ${\rm tr}P/(3B)$.

**The dilute limit.** Extrapolating either series in $1/N$ gives 0.6256 eV. At 108 atoms the fixed-cell energy lies 0.018 eV above this and the zero-stress energy 0.020 eV below. The order is that of (10), but the fixed-cell error is 0.47 of the difference, whereas (10) would give $B/C_{11}=0.67$. This host is not isotropic: isotropy needs $C_{11}-C_{12}=2C_{44}$, and here the left side is half the right. Minimizing $F[v]$ for the periodic cell with the cubic constants instead gives a fraction of about 0.46, the value the atomistic series approaches in large cells; the small excess at 108 atoms comes from higher-order size terms. The fraction in (10) should not be used as a correction for such a crystal.

**Why the host stress is subtracted.** With the lattice constant 0.1% too large, the unsubtracted trace $-V\,{\rm tr}\,\sigma_{\rm def}$ of the 108-atom cell is 18.3 eV instead of 47.7 eV. The host's own tension accounts for nearly all of this 29.4 eV loss: to linear order it is $9BVe=9\times2.145\times1503.1\times0.001=29.0$ eV, and 28.8 eV with the host's anharmonicity. This error grows with $V$. Subtraction removes it and leaves the much smaller change due to $A$.

## Beside a real electrode

Iridium is an electrode metal in resistive memory. Its elastic constants are roughly $C_{11}=600$, $C_{12}=250$ and $C_{44}=260$ GPa. The near equality of the last two is what central forces between atoms require in this crystal, so a pair model can serve as a rough stand-in for the compliance only. The near equality does not show that the bonding in iridium is pairwise, and the model says nothing about $P$ or formation energies in the real metal. Its bulk modulus, 344 GPa, is close to the 367 GPa that these constants give. The model's $C_{44}$, 258 GPa, is close as well. The other shear constant is not: nearest-neighbour bonds also force $C_{11}=2C_{12}$, so the model has $C_{11}=516$ GPa, and its $(C_{11}-C_{12})/2$ is 129 GPa instead of 175 GPa. Putting the rough constants into (1) with $P$ unchanged gives 0.037 eV, 6% below the model's 0.039 eV. The foreign pair is generic, and two foreign atoms in 108 is a density set by the cell size, not an electrode composition.

At 300 K the model host, treated classically, expands by 0.15% in length. This moves the static fixed-cell formation energy by about $-0.07$ eV, while vibrations add 0.059 eV. Each exceeds the difference studied here, yet the difference itself, estimated from the warm lattice, is 0.038 eV. A biaxial tension of 1 GPa in the $xy$ plane, a round value for a stressed film, shifts the fixed-cell energy by $-0.032$ eV; the linear coupling $-P:\varepsilon$ gives the same to 1%. The model has no electrons and no many-body forces. These would alter $P$ for a real impurity, and since the difference is quadratic in $P$, a 10% change in $P$ moves it by about 20%.

## What each derivation assumes

The first derivation assumes no particular force law and no linearity near the defect. Bonds in the core may be strongly distorted, because $P$ is measured after relaxation. It needs a relaxed state that follows the strain smoothly, a stable host, and finite limits for $P$ and $A$. It gives the order of the remainder, but says nothing about the distance of either energy from the dilute limit.

The second assumes a linear host and forces that do not respond to strain. In return it separates the uniform strain from the image field, and shows why zero mean stress is not the same as isolation. In that model $P$ would not depend on cell size. In the atomistic cells its trace falls from 48.3 eV at 32 atoms to 47.5 eV at 864, a drift of under 2% that lies outside the second derivation and is allowed by the first.

Their shared conditions mark where the result fails:

- If the defect jumps to another configuration while the cell relaxes, the expansion (4) does not connect the two states. The energy released by the jump, taken in the fixed cell, must then be added, and $P$ in (1) must be that of the final configuration.
- If the host is close to an elastic instability, a component of $S$ is large. If $P$ has a part along that soft strain, the strain (6) is small only in much larger cells.
- If $P$ vanishes, so does the $1/V$ term. A vacancy in the present host is an example: removing an atom leaves every remaining bond at its minimum, so there is no residual stress and no difference at all. This is special to nearest-neighbour pair bonds; a vacancy in a real metal generally has a nonzero $P$.
- If the cell is charged, its energy contains the charge times a potential whose zero is a convention. The strain derivative of that term enters the stress, so (3) does not define a unique $P$ until the reference is fixed. Charged oxygen vacancies in a switching oxide belong to this case.

The numerical output lists the relaxed energies, the trace of $P$ and the estimate (1) for all cells, and the separate dipole components for the 108-atom cell.

## Numbers as computed

```
Morse depth 1.2 eV, inverse width 1.6 1/A
host bond 2.7 A, lattice constant 3.8184 A
rest length foreign-host 2.80 A, foreign-foreign 2.90 A
bond spring constant 6.144 eV/A^2
host binding energy 7.20 eV per atom
C11 3.2181, C12 1.6091, C44 1.6091 eV/A^3
bulk modulus 2.1454 eV/A^3 = 344 GPa
MAIN CELL: 108 atoms, volume 1503.1 A^3
residual stress xx -0.01069, zz -0.01034, xy -0.00018 eV/A^3
mean residual stress -1.694 GPa
P from stress: xx 16.0682, yy 16.0682, zz 15.5468, xy 0.2685 eV
P from energies: xx 16.0682, yy 16.0682, zz 15.5468, xy 0.2685 eV
trace of P 47.683 eV
relaxed strain xx 0.001698, zz 0.001485, tensor xy 0.000055
E_fixed 0.64389 eV, E_zero 0.60519 eV
difference, direct 0.03871 eV = 0.001422 hartree
difference, P:S:P/(2V) 0.03922 eV
difference, P:strain/2 0.03884 eV
parts: volume 0.03917, diagonal 0.00004, shear 0.00001 eV
SIZES: atoms, E_fixed, E_zero, direct diff, formula (eV)
    32 0.68951 0.55960 0.129907 0.135824
   108 0.64389 0.60519 0.038705 0.039222
   256 0.63320 0.61685 0.016349 0.016441
   500 0.62948 0.62111 0.008375 0.008399
   864 0.62786 0.62301 0.004848 0.004856
SIZES: atoms, trace P (eV), V*diff (eV A^3), N*(1-formula/direct)
    32 48.291 57.858 -1.457
   108 47.683 58.180 -1.441
   256 47.532 58.253 -1.437
   500 47.478 58.280 -1.435
   864 47.455 58.292 -1.434
exponent of diff in V, 256 to 864 atoms: -0.9994
dilute limit from E_fixed 0.6256, from E_zero 0.6256 eV
relaxation volume, 864 atoms: direct 7.366, trP/(3B) 7.373 A^3
lattice constant too large by 0.1 percent, main cell:
  trace P raw 18.26, host subtracted 47.09 eV
NEGLECTED EFFECTS, main cell
thermal strain of host at 300 K: 0.00148
shift of E_fixed by thermal expansion -0.0701 eV
vibrational formation free energy 0.0592 eV
difference estimated at 300 K: 0.03838 eV
rough iridium C11, C12, C44: 600, 250, 260 GPa
difference with these constants 0.03676 eV
biaxial film stress 1 GPa shifts E_fixed by -0.0319 eV
  linear coupling -P:strain gives -0.0322 eV
```
